# Which bond energies can protonolysis data determine? A singular value analysis

## Fitting bond contributions to protonolysis energies

Suppose that reaction energies have been computed for some steps in which a metal complex loses one ligand to an acid and takes up another. Before a table of bond energies fitted to them is used to screen deposition precursors, one must decide which entries and predictions rest on the data, and which rest on the solver's choice among equally good fits. The same analysis says which further reaction is worth computing.

### The model and its signs

Let a divalent metal M carry ligands L and S. The spectator S stays in place while an acid HX replaces L:

$$\mathrm{M(L)(S)+HX\;\to\;M(X)(S)+HL}.$$

Let $b_{ML}$ and $h_L$ be the positive contributions of the M–L and H–L bonds. With fragment energies $\epsilon$ and a ligand-ligand energy $w(L,S)$, the species energies are

$$E_{M(L)(S)}=\epsilon_M+\epsilon_L+\epsilon_S-b_{ML}-b_{MS}+w(L,S),$$

$$E_{HL}=\epsilon_H+\epsilon_L-h_L .$$

Products minus reactants gives the reaction energy $y$. Each fragment energy occurs once on either side and cancels, as does $b_{MS}$. What remains is

$$y=b_{ML}-b_{MX}+h_X-h_L+d,\qquad d=w(X,S)-w(L,S). \tag{1}$$

Negative $y$ means an exothermic exchange. The additive model sets $d=0$. With $a_{ML}=b_{ML}-h_L$ it reads

$$y=a_{ML}-a_{MX}. \tag{2}$$

The quantity $a_{ML}$ measures how much more strongly L binds to the metal than to hydrogen. A reaction measures the drop in $a$ from the leaving to the entering ligand.

### Rank and null space

Treat each of the $n_b$ listed bonds (M,L) as a node of a graph, and each reaction as an edge between (M,L) and (M,X). Let the graph have $K$ connected components; a bond that occurs in no reaction is a component by itself. Protonolysis does not change the metal, so bonds of different metals lie in different components.

Collect the $n_b$ values $b$ and the $n_L$ values $h$ in a vector $p$. Equation (2) becomes $y=Ap$ with

$$A=BC,\qquad C=(I,\,-T),\qquad Cp=a .$$

Each row of $B$ has $+1$ at the leaving bond and $-1$ at the entering bond. The matrix $T$ assigns to node (M,L) the value $h_L$.

Because $C$ contains an identity block, every vector $a$ can be reached by some $p$. Hence $A$ and $B$ have the same range and the same rank. If $Ba=0$, the two ends of every edge have equal $a$, so $a$ is constant on each component. This leaves $K$ free constants, and therefore

$$\operatorname{rank}A=n_b-K,$$

$$\dim\ker A=(n_b+n_L)-(n_b-K)=n_L+K. \tag{3}$$

The null vectors follow from $b_{ML}-h_L=s_k$ on component $k$. Writing $h_L=t_L$ gives

$$h_L=t_L,\qquad b_{ML}=t_L+s_k. \tag{4}$$

These $n_L+K$ parameters are independent: $h=0$ forces all $t_L=0$, and $b=0$ then forces all $s_k=0$.

The shift $t_L$ has a physical meaning. If $\epsilon_L$, $h_L$ and every $b_{ML}$ rise by $t_L$, no species energy changes. Likewise, raising both bonds of a divalent metal by $s$ is compensated by raising $\epsilon_M$ by $2s$. These freedoms express the missing energies of separated fragments. If one metal has several components, there are also relative shifts between them. Those signal missing reactions, and a linking reaction removes them.

### What is determined

A combination $v\cdot p$ is determined when it has the same value for all least-squares solutions, which means that $v$ is orthogonal to every null vector. Inserting (4) gives

$$\sum_M v_{ML}+v_{HL}=0\quad\text{for each ligand }L,$$

$$\sum_{(M,L)\in k}v_{ML}=0\quad\text{for each component }k. \tag{5}$$

A single bond energy violates the first rule. For a difference of two bond energies there are three cases:

- $h_L-h_X$ violates the ligand rule.
- $b_{ML}-h_X$ meets the ligand rule only if $X=L$, but then its component sum is 1.
- A difference of two $b$ values meets the ligand rule only for the same ligand on two metals. These bonds lie in different components, so the second rule fails.

Thus protonolysis data alone determine no individual bond energy and no simple difference of two. They do determine the double difference

$$D_M(L,X)=(b_{ML}-h_L)-(b_{MX}-h_X), \tag{6}$$

provided that both bonds lie in one component. Every determined quantity is a combination of such terms. The ligand rule gives $v\cdot p=\sum v_{ML}a_{ML}$, and the component rule makes the coefficients sum to zero within each component, so the sum can be written in differences of $a$.

If the $h$ values are supplied independently, $b_{ML}-b_{MX}$ becomes determined within a component. Absolute $b$ values then still need one known bond in each component.

### Solving by singular value decomposition

Write $A=U\Sigma V^T$, with $r$ nonzero singular values $\sigma_i$. Set $c=V^Tp$ and $f=U^Ty$. Orthogonal matrices preserve lengths, so

$$|y-Ap|^2=\sum_{i\le r}(f_i-\sigma_i c_i)^2+\sum_{i>r}f_i^2 .$$

The minimum has $c_i=f_i/\sigma_i$ for $i\le r$; the other $c_i$ do not enter. With $V_0$ holding the remaining columns of $V$,

$$p=A^+y+V_0\tau,\qquad A^+y=\sum_{i\le r}v_i\frac{u_i\cdot y}{\sigma_i}, \tag{7}$$

where $\tau$ is arbitrary. Setting $\tau=0$ selects the shortest vector $p$, which is a numerical convention and not information about bonds. The numerical test for a determined combination is $V_0^Tv=0$ to rounding accuracy.

The cutoff between zero and small singular values can be supported by a bound. Since $CC^T=I+TT^T$, any vector $x$ satisfies

$$x^TAA^Tx=|B^Tx|^2+|T^TB^Tx|^2\ge x^TBB^Tx .$$

By the min-max principle each ordered eigenvalue of $AA^T$ is at least the corresponding one of $BB^T$. The ranks agree, so

$$\sigma_r^2\ge\mu_{\min}, \tag{8}$$

where $\mu_{\min}$ is the smallest nonzero eigenvalue of $B^TB$.

### Random errors

Let the reaction energies have independent errors of equal standard deviation $s$. By (7) the variance of a determined combination is

$$\operatorname{var}(v\cdot p)=s^2v^TA^+(A^+)^Tv=s^2v^T(A^TA)^+v .$$

For $D_M(L,X)$ this has a simple form. Let $e$ be $+1$ at node (M,L), $-1$ at (M,X) and zero elsewhere. Then $D=e\cdot a$. Since every $a$ is reachable, fitting $p$ is equivalent to minimizing $|y-Ba|^2$, which gives $D=e^TB^+y$ and

$$\operatorname{var}D=s^2e^T(B^TB)^+e=s^2R. \tag{9}$$

Here $R$ is the resistance between the two nodes when each reaction is a unit resistor. Indeed, $(B^TB\phi)_i$ is the sum of $\phi_i-\phi_j$ over the edges at node $i$, the net current injected there. Solving $B^TB\phi=e$ for unit current gives the voltage $e\cdot\phi=R$.

Two limits follow. A chain of $n$ reactions has $R=n$ and error $s\sqrt n$; $n$ parallel reactions have $R=1/n$ and error $s/\sqrt n$. For unequal independent errors, each row and its datum are divided by $s_r$. The null space is unchanged, and the resistors become $s_r^2$.

Independence fails when computed reactions share species. An error $\delta_L$ in the energy of HL enters every reaction that releases HL with the same sign. Acid errors contribute $\delta_L-\delta_X$, which shifts $D_M(L,X)$ by that full amount however many reactions are averaged.

### Systematic errors and the residual

With non-additivity present, the fit to $y=Ap+d$ shifts a determined combination by $v\cdot A^+d$ and leaves the residual $(I-AA^+)d$. The part of $d$ that the model can represent therefore produces bias without residual.

The extreme case has one spectator $S_0$ in all reactions. Then

$$d=[-w(L,S_0)]-[-w(X,S_0)],$$

which has the form (2). The fit absorbs it by shifting each $a_{ML}$ by $-w(L,S_0)$, and the residual vanishes. A perfect fit thus does not establish additive bonds.

### Worked example

Two model metals, P and Q, carry alkyl (R), amide (N), hydroxyl (O) and halide (X) ligands. In general formulas L and X still denote the leaving and the entering ligand, so for the exchange X→O the halide takes the place of L and hydroxyl that of X. The ligand-ligand energy is $w(L,S)=g\,q_Lq_S$ with $g=0.40$ eV. The chosen parameters are as follows, with energies in eV.

| L | $b_{PL}$ | $b_{QL}$ | $h_L$ | $q_L$ |
|---|---:|---:|---:|---:|
| R | 2.9 | 3.1 | 4.5 | 0.2 |
| N | 3.8 | 4.0 | 4.6 | 0.5 |
| O | 4.9 | 5.3 | 5.1 | 0.7 |
| X | 4.6 | 4.9 | 4.5 | 0.6 |

Each exchange in the next table is included twice, first with the leaving ligand as spectator and then with the entering one. Equation (1) supplies the data, without added noise. For P, R→O with spectator R, for example,

$$y=2.9-4.9+5.1-4.5+0.4(0.2)(0.7-0.2)=-1.360\ \text{eV}.$$

| Exchange | Two data (eV) | Fit (eV) | Additive (eV) |
|---|---:|---:|---:|
| P, R→O | −1.360, −1.260 | −1.310 | −1.400 |
| P, R→N | −0.776, −0.740 | −0.758 | −0.800 |
| P, N→O | −0.560, −0.544 | −0.552 | −0.600 |
| P, X→O | 0.324, 0.328 | 0.326 | 0.300 |
| Q, R→N | −0.776, −0.740 | −0.758 | −0.800 |
| Q, X→O | 0.224, 0.228 | 0.226 | 0.200 |

There are twelve reactions and twelve unknowns, but this equality does not make the problem solvable. P forms one component, while Q splits into {R,N} and {O,X}. With $n_b=8$, $n_L=4$ and $K=3$, the rank is 5 and the nullity 7. Numerical decomposition gives nonzero singular values 4.26, 3.91, 2.59, 2.17 and 1.78; the largest of the others is $5\times10^{-16}$. The smallest nonzero $\sigma^2$ is 3.16, above the bound $\mu_{\min}=2.00$.

Taking two bonds with plus signs and two with minus signs, up to an overall sign, gives $3\binom{12}{4}=1485$ combinations. Applying the null-space test to all of them finds 10 determined. Six are double differences for P and two are those for Q. The other two compare the metals, $b_{PL}-b_{PX}-b_{QL}+b_{QX}$, for the pairs R,N and O,X.

**Arbitrary entries.** The minimum-norm solution has $b_{PR}=-0.400$ eV and $b_{PO}=0.202$ eV. These are not physical predictions of weak bonds. A second solution fixes all four $h$ values and $b_{PR}$, $b_{QR}$, $b_{QO}$ at their inputs, seven anchors for seven null directions. It gives

$$b_{PO}=2.900+(5.1-4.5)+1.310=4.810\ \text{eV}.$$

The difference $b_{PR}-b_{PO}$ is −0.602 eV in the first solution and −1.910 eV in the second. Both reproduce −1.310 eV for R→O and have the same residual.

**Random error.** Assume first that the twelve data have independent errors with $s=0.050$ eV. Between R and O on P, two direct reactions have resistance $1/2$, and the route through N has $1/2+1/2=1$. In parallel,

$$R=\frac{(1/2)(1)}{1/2+1}=\frac13,\qquad s\sqrt R=0.029\ \text{eV}.$$

For R→X, which has no direct reaction, the O–X link adds $1/2$. Then $R=5/6$ and the error is 0.046 eV; the fitted energy is $-1.310-0.326=-1.636$ eV.

Computed energies for these reactions would not be independent, because the reactions share species. Suppose instead that each species energy has an independent error of 0.025 eV, which again gives 0.050 eV per reaction. In the mean of the two R→O data the mixed complex P(R)(O) cancels. What remains is half the difference between P(O)(O) and P(R)(R), plus the two acid energies, so the error is

$$0.025\sqrt{\tfrac14+\tfrac14+1+1}=0.040\ \text{eV}.$$

In the equal-weight fit the route through N gives the same combination of species energies, so it does not reduce this error. Weights chosen from the full error covariance would reduce it by only about 0.001 eV. The resistance formula is thus too optimistic for R→O. For R→X it is too pessimistic: shared species again give 0.040 eV, not 0.046 eV.

**Systematic error.** For the two spectators used in each exchange, the mean of $d$ is

$$\frac g2(q_X-q_L)(q_X+q_L)=\frac g2(q_X^2-q_L^2).$$

This is a difference of ligand terms, so the fit absorbs it. What remains is half the spread of the two values, $g(q_X-q_L)^2/2$. For R→O on P the bias is 0.090 eV and the residual magnitude 0.050 eV. The root-mean-square residual over all twelve reactions is 0.023 eV, less than the assumed data error. The fit therefore looks acceptable, although this bias is about three times the random error of 0.029 eV found for independent data, and more than twice the 0.040 eV found for shared species. With hydroxyl as the sole spectator for all exchanges on P, the R→O bias would be $0.4(0.7)(0.7-0.2)=0.140$ eV and the residual zero.

**Choosing another reaction.** On Q, the exchange R→O crosses the gap between components. The minimum-norm fit returns −0.813 eV and the anchored fit −1.600 eV. The data do not choose between them; the anchored value comes from the anchors. Adding Q, R→O with spectator R, at −1.560 eV, raises the rank to 6. It also allows the prediction

$$y_{N\to O}=y_{R\to O}-y_{R\to N}=-1.560+0.758=-0.802\ \text{eV}.$$

The model's direct energy with spectator O is −0.744 eV, so the prediction is 0.058 eV too low because it ignores the spectator. The linking reaction has zero residual whatever its value, since shifting one component relative to the other can match it. A second, independent link is needed to reveal an error in it.

### Use for deposition chemistry

The parameters are illustrative and describe no particular metal. They imitate ligand exchange in oxide and nitride deposition near 500 K, where strongly exothermic alkyl exchange with water and weaker amide exchange are plausible. The mildly endothermic halide exchange, 0.2 to 0.3 eV, is a feature of the chosen parameters: its energy depends on the metal, and for an electropositive metal such as magnesium it can be considerably more endothermic. Two-coordinate complexes are a simplification, since many precursors carry three or four ligands. If the pair terms simply add, three hydroxyl spectators shift R→O by $3(0.140)=0.42$ eV at the same $g$. Surface sites also have neighbours and hydrogen bonds that this model omits, so a fitted value should be transferred only between similar surroundings.

Vibrations add a further shift. Let $H_L$ and $M_L$ be the sums of mode wavenumbers gained on forming the H–L and M–L bonds. The zero-point change is

$$\Delta E_0=\tfrac12h_{\rm P}c\,[(H_L-M_L)-(H_X-M_X)],$$

where $h_{\rm P}$ is Planck's constant. For halide (leaving, in the place of L) replaced by hydroxyl (entering, in the place of X), rough values are $H=2900$ and $M=800$ cm$^{-1}$ for the halide, and 5600 and 1900 cm$^{-1}$ for hydroxyl. The result is $\frac12(2100-3700)=-800$ cm$^{-1}$, or −0.099 eV. If the mode sums do not depend on the spectator, this too is a difference of ligand terms and leaves no trace in the residual.

Nor is a reaction energy a free energy. At 500 K, $k_BT=0.0431$ eV. If the supplied acid has 1000 times the pressure of the released one (for X→O, water against hydrogen halide), and the two metal complexes have equal pressures, the ideal-gas pressure term is $-k_BT\ln1000=-0.298$ eV. That can outweigh the fitted +0.226 eV for X→O on Q, before the other free-energy terms are counted. A positive fitted energy is therefore not sufficient reason to reject a precursor under flowing conditions.
